# Image-force lowering at a two-dimensional contact and its first correction

## An electron one nanometre from a metal

Put an electron 1 nm from a flat metal surface, in a medium of relative permittivity 4. Its attraction to the charge it induces in the metal lowers its energy by 0.09 eV. Now add a field that pulls it away from the metal with 0.1 V/nm. Counted from the surface, the field lowers the energy of the electron at 1 nm by another 0.10 eV. Together the two effects lower its energy by 0.19 eV.

Closer to the metal the attraction lowers the energy more; farther away the field does. Between them lies a place where the total lowering is least. That place is the top of the barrier, and 1 nm is already close to it. The estimate has two parts: locating the top in a classical continuum, and asking whether a continuum description is good at such a distance.

## Leading order: a uniform dielectric

Let $x$ be the distance from the metal's electrostatic image plane. The metal is a perfect conductor filling $x<0$, and the dielectric filling $x>0$ has relative permittivity $\varepsilon_r$. An electron of charge $-e$ at $x$ and a fictitious charge $+e$ at $-x$ give zero potential on the plane. With the correct source in the dielectric and the correct boundary value, this is the solution there. The electron is therefore attracted as if by a charge at distance $2x$, with a force of magnitude

$$
\frac{e^2}{4\pi\varepsilon_0\varepsilon_r(2x)^2}=\frac{A}{4x^2},
\qquad A=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}.
$$

The force points towards smaller $x$. With zero energy at infinity, the image energy is

$$
U_{\rm im}(x)=-\int_x^\infty\frac{A}{4s^2}\,ds=-\frac{A}{4x}.
$$

Two fixed opposite charges at separation $2x$ would have energy $-A/(2x)$. The factor one half appears because the image moves as the electron moves.

Let $F>0$ be the magnitude of the applied field and $f=eF$ the outward force on the electron. With $F$ in V/nm, $f$ has the same numerical value in eV/nm. Relative to the unlowered barrier,

$$
U(x)=-\frac{A}{4x}-fx .
$$

Define the lowering at each point as $L(x)=-U(x)$. Completing a square gives

$$
L(x)=\frac{A}{4x}+fx
=\left(\sqrt{\frac{A}{4x}}-\sqrt{fx}\right)^2+\sqrt{Af}.
$$

The cross term of the square is $-2\sqrt{Af/4}=-\sqrt{Af}$, which the last term cancels. The square is never negative, and it vanishes when $A/(4x)=fx$. Hence the maximum of $U$ is at

$$
x_m=\sqrt{\frac{A}{4f}},\qquad
\Delta_0=\sqrt{Af}=2fx_m .
$$

At the top, image attraction and field contribute equally. At fixed permittivity, a fourfold field doubles the lowering and halves the distance.

For $\varepsilon_r=4$, $A=1.440/4=0.360$ eV nm. With $f=0.1$ eV/nm,

$$
x_m=\sqrt{\frac{0.360}{0.4}}\ {\rm nm}=0.95\ {\rm nm},
\qquad
\Delta_0=\sqrt{0.360\times0.1}\ {\rm eV}=0.19\ {\rm eV}.
$$

In SI units the main results are $9.5\times10^{-10}$ m and $3.0\times10^{-20}$ J. Each contribution at the top is 0.095 eV. An unlowered barrier of 0.50 eV becomes 0.31 eV. A separate numerical maximization, which obtains the attraction by integrating over the induced surface charge, gives the same distance and lowering.

## What a two-dimensional channel changes

Take a monolayer that meets the metal wall edge-on, at right angles, with the dielectric on both sides. The electron moves in the monolayer, which is itself polarizable. A single permittivity misses this, because a thin sheet screens short-range variations of potential more strongly than long-range ones.

First consider an infinite thin sheet in the dielectric. Let the polarization per unit area be $\varepsilon_0\alpha$ times the in-plane field, where $\alpha$ is a length. For a potential of in-plane wave number $k$, the bound charge density is $-\varepsilon_0\alpha k^2\phi_k$. Outside the sheet the potential decays as $e^{-k|z|}$, so the jump in normal displacement is $2\varepsilon_0\varepsilon_r k\phi_k$. For a source charge density $\rho_k$ in the sheet, Gauss's law gives

$$
2\varepsilon_0\varepsilon_r k\phi_k=\rho_k-\varepsilon_0\alpha k^2\phi_k,
$$

and therefore

$$
\phi_k=\frac{\rho_k}{2\varepsilon_0\varepsilon_r k(1+kr_0)},
\qquad r_0=\frac{\alpha}{2\varepsilon_r}.
$$

The factor $1+kr_0$ is the additional screening by the sheet. Transforming back for a point charge gives the magnitude of the interaction energy of two elementary charges at separation $r$:

$$
V(r)=A\int_0^\infty\frac{J_0(kr)}{1+kr_0}\,dk .
$$

Next, restore the metal. Continue the half-sheet through the wall and place an opposite charge at the mirror point. The potential is then odd in $x$, so it vanishes on the wall. Its derivative along $x$ is even, so the polarization along $x$ is continuous there and the continued sheet has no extra edge charge. In the actual half-sheet, any bound charge at the edge lies on the conductor and is cancelled by its own image. The mirror construction thus still solves the problem for $x>0$.

The electron's interaction with its own polarization in the infinite sheet does not depend on $x$ and is absorbed in the unlowered barrier. The induced part gives

$$
U_{\rm im}(x)=-\frac12V(2x).
$$

The half has the same origin as before: the response is linear and the image follows the charge.

## The first correction for weak fields

In a weak field the barrier top lies far from the metal, where $r=2x$ is much larger than $r_0$. To expand $V$, write

$$
\frac1{1+kr_0}=\int_0^\infty e^{-u(1+kr_0)}\,du
$$

and use $\int_0^\infty J_0(kr)e^{-kb}\,dk=1/\sqrt{r^2+b^2}$ with $b=ur_0$. Then

$$
V(r)=A\int_0^\infty\frac{e^{-u}\,du}{\sqrt{r^2+u^2r_0^2}} .
$$

The integrand is largest for $u$ of order one or less. For $r\gg r_0$,

$$
\frac1{\sqrt{r^2+u^2r_0^2}}
=\frac1r\left(1-\frac{u^2r_0^2}{2r^2}
+\frac{3u^4r_0^4}{8r^4}-\cdots\right).
$$

Since $\int_0^\infty u^n e^{-u}\,du=n!$, the coefficients become $2!/2=1$ and $3\times4!/8=9$:

$$
V(r)\sim\frac Ar\left(1-\frac{r_0^2}{r^2}
+9\frac{r_0^4}{r^4}-\cdots\right).
$$

This is an asymptotic series. The square-root expansion fails for $u>r/r_0$, a region that the exponential makes small but does not remove. Adding more terms at fixed $r$ therefore need not improve the answer.

Set $\xi=x/x_m$ and define

$$
\eta=\frac{r_0^2}{4x_m^2}=\frac{fr_0^2}{A}.
$$

The second form follows from $4x_m^2=A/f$. Because $A/(4x_m)=fx_m=\Delta_0/2$, the lowering function becomes

$$
L=\frac{\Delta_0}{2}\left[
\xi+\frac1\xi-\frac{\eta}{\xi^3}
+\frac{9\eta^2}{\xi^5}-\cdots\right].
$$

At leading order $\xi=1$. The derivative of $\xi+1/\xi$ is zero there, so a first-order shift of position does not affect the first-order lowering. Evaluating the new term at $\xi=1$ gives

$$
\Delta=\Delta_0\left(1-\frac{\eta}{2}+O(\eta^2)\right).
$$

To find the position, write $\xi=1+\delta$. The derivative of $\xi+1/\xi$ is $1-1/\xi^2\approx2\delta$, and that of $-\eta/\xi^3$ is approximately $3\eta$. Hence $2\delta+3\eta=0$, so

$$
x_{\rm top}=x_m\left(1-\frac{3\eta}{2}+O(\eta^2)\right).
$$

Sheet screening weakens the attraction at each distance. Less field is needed to balance it, so at fixed field the balance point moves inward and the lowering decreases. The position changes by three times the relative amount of the lowering.

## When the correction can be trusted

The next term gives a condition on the field. At order $\eta^2$ the bracket contains the direct term $9\eta^2$. It also contains the gain from moving to the new minimum. The quadratic part of $\xi+1/\xi$ is $\delta^2$, and the displaced first correction adds $3\eta\delta$. With $\delta=-3\eta/2$, these sum to

$$
\frac{9\eta^2}{4}-\frac{9\eta^2}{2}=-\frac{9\eta^2}{4}.
$$

The bracket therefore gains $9\eta^2-9\eta^2/4=27\eta^2/4$, and

$$
\Delta=\Delta_0\left(1-\frac{\eta}{2}+\frac{27\eta^2}{8}+\cdots\right).
$$

The second correction is smaller than the first when $\eta<4/27\approx0.15$. Useful accuracy needs $\eta$ well below this value.

A rough sheet screening length for monolayer MoS$_2$ is 4 nm in vacuum. In surroundings of permittivity 4 it becomes $r_0=1$ nm. At 0.1 V/nm,

$$
\eta=\frac{0.1\times1^2}{0.360}=0.28 .
$$

This exceeds 0.15. The first correction gives $\Delta\approx0.190(1-0.139)=0.163$ eV, but the second would add about 0.05 eV, more than the first removed. The series cannot settle the value here. Maximizing the barrier with the full $V$ gives 0.175 eV at 0.77 nm. The lowering is 7.7% below the uniform-dielectric value. The first correction has the right sign but is nearly twice too large.

The value $r_0=1$ nm adds the sheet's polarizability to that of an uninterrupted dielectric. A real layer displaces some dielectric. For a thickness of 0.65 nm, allowing for this in the thin-sheet model gives $r_0=0.76$ nm and a reduction of 5%. A slab of that finite thickness, with the same in-plane polarizability in vacuum, gives 7% to 8% for an out-of-plane permittivity between 6 and 13, and about 6.5% if that permittivity is 4.5. The size of the correction is therefore reasonable, but its second digit is not secure.

At one tenth of the field, with the other parameters unchanged, $\eta=0.028$. Then $\Delta_0=0.060$ eV and $x_m=3.0$ nm. The first correction is $-1.4\%$ and the second $+0.3\%$, both relative to $\Delta_0$. There the expansion is useful, provided that the field really extends uniformly over several nanometres.

## The opposite limit

For $r\ll r_0$, put $u=rt/r_0$ in the integral for $V$:

$$
V(r)=\frac A{r_0}\int_0^\infty
\frac{e^{-rt/r_0}}{\sqrt{1+t^2}}\,dt .
$$

Integrate by parts, using $d(\operatorname{arsinh}t)/dt=1/\sqrt{1+t^2}$; the boundary terms vanish. With $s=rt/r_0$,

$$
V(r)=\frac A{r_0}\int_0^\infty e^{-s}
\operatorname{arsinh}\left(\frac{sr_0}{r}\right)ds .
$$

For large argument, $\operatorname{arsinh}y\approx\ln(2y)$. Since $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, where $\gamma\approx0.577$ is Euler's constant,

$$
V(r)\approx\frac A{r_0}\left[\ln\frac{2r_0}{r}-\gamma\right].
$$

Setting $r=2x$ gives

$$
L(x)\approx\frac A{2r_0}\left[\ln\frac{r_0}{x}-\gamma\right]+fx .
$$

Its derivative vanishes when $f=A/(2r_0x)$. Substitution gives

$$
x_{\rm top}\approx\frac A{2r_0f},\qquad
\Delta\approx\frac A{2r_0}\left[\ln(2\eta)+1-\gamma\right].
$$

The condition $2x_{\rm top}\ll r_0$ is $\eta\gg1$. In this limit the lowering grows logarithmically with field, more slowly than the square root.

For the present sheet, even $\eta=1$ requires 0.36 V/nm, and the full $V$ then puts the top at 0.32 nm. That is only about one lattice constant from the metal, where a continuum description is doubtful, and a stronger field moves the top closer still. The strong-field limit of the model is mathematically sound but is not a reliable description of this contact.

## Is the continuum justified?

The uniform-dielectric maximum is about 1.5 layer thicknesses, or three lattice constants, from the metal. With the same permittivity, $f=A/(4x_m^2)$ shows that it would reach one layer thickness at 0.21 V/nm and one lattice constant at 0.88 V/nm. At 0.1 V/nm the continuum gives a plausible scale, but atomic structure has no large distance over which to average out. The sheet correction covers one part of the problem, the dependence of screening on wave number. It does not describe bonds, atomic corrugation or states created at the interface.

The origin of distance also needs care. Suppose the field energy is measured from $x=0$, but the image plane lies a distance $d$ behind it. Then

$$
L=\frac A{4(x+d)}+fx
=\left[\frac A{4(x+d)}+f(x+d)\right]-fd .
$$

The minimum of the bracket is still $\Delta_0$, so the lowering decreases by $fd$. For $d=0.1$ nm this is 0.01 eV. This loss comes from counting the field energy from $x=0$. If the image plane is shifted because the metal screens over a small finite depth, the static field penetrates too. Counted from deep inside the metal, its contribution outside is then $f(x+d)$, and the lowering returns to $\Delta_0$.

The choice of permittivity matters more. At 300 K, an electron with a rough effective mass of half the electron mass and speed $\sqrt{kT/m}$ crosses 0.95 nm in about 10 fs. If it has this speed only at the top, it moves faster in the image well and needs about 5 fs. An oxide phonon of roughly 0.06 eV has a period of about 69 fs, so its response time, the period divided by $2\pi$, is about 11 fs. The transit time is no longer than this response time. Silicon dioxide also has a stiffer polar mode near 0.14 eV, whose response time of about 5 fs is no longer than the transit time. The ions may therefore follow the electron in part, but not fully. In the uniform-dielectric formula, replacing 4 by a rough fast permittivity of 2.1 at the same field gives 0.26 eV at 1.3 nm. This change, +38%, is larger than the sheet correction and has the opposite sign. The sheet screens more strongly in surroundings of lower permittivity, so the two corrections are not independent: with the thin sheet included, the fast permittivity gives 0.23 eV instead of 0.26 eV. The two times show that the static value is doubtful; they do not prove that the fast value is correct.

The field may also weaken away from the contact. Let the band energy be $\phi_Be^{-x/\lambda}$, with $\phi_B=0.5$ eV and $\lambda=5$ nm, so that the initial force is $\phi_B/\lambda=0.1$ eV/nm. Expanding,

$$
\phi_B(1-e^{-x/\lambda})=fx-\frac{fx^2}{2\lambda}+\cdots .
$$

Evaluated at $x_m$, the first correction is $-fx_m^2/(2\lambda)=-0.009$ eV. The predicted lowering is 0.181 eV, and numerical maximization gives 0.180 eV. This expansion works well because its parameter, $x_m/\lambda=0.19$, enters the relative correction as $x_m/(4\lambda)$, or 5%.

## A lowered top is not yet a current

A classical electron must pass over the top, but a quantum electron can tunnel below it. Near the top, $U\approx U_{\rm top}-C(x-x_m)^2/2$, where

$$
C=\frac A{2x_m^3}=0.21\ {\rm eV/nm^2}.
$$

For an energy $\delta$ below the top, the turning points are at $\pm y_0$ from $x_m$, with $y_0^2=2\delta/C$. The tunnelling action divided by $\hbar$ is

$$
S=\frac{\sqrt{mC}}{\hbar}\int_{-y_0}^{y_0}\sqrt{y_0^2-y^2}\,dy
=\frac{\sqrt{mC}}{\hbar}\frac{\pi y_0^2}{2}
=\frac{\pi\delta}{\hbar\omega},
\qquad \omega=\sqrt{\frac Cm}.
$$

Well below the top, transmission falls approximately as $e^{-2S}$, while thermal occupation rises as $e^{\delta/kT}$. Their product grows with depth if $kT<\hbar\omega/(2\pi)$. Here $\hbar\omega=0.18$ eV, which puts the crossover at about 330 K. At 300 K tunnelling cannot be dismissed. The parabola does not give the total current, however, because the real barrier widens differently at greater depth.

A direct wave calculation for one mode at normal incidence puts 92% of the current below the classical top when the field is uniform, and 70% when it decays as above. It uses one mass throughout, a metal band bottom 5 eV below the Fermi level, and no return current. In the decaying case the band edge far from the metal lies at the Fermi level, as in a heavily doped or gated channel. The total currents are about 3.25 and 0.95 times the corresponding classical currents over each lowered barrier; refining the grid moves each by less than 0.01. These ratios depend on the assumed band bottom: placing it 2 eV below the Fermi level gives about 4.8 and 1.3, and 10 eV gives about 2.4 and 0.74. They also depend on the metal's mass: the free-electron mass there, with the 5 eV band bottom and the mass step at $x=0$, gives about 4.1 and 1.1; moving the step out by only 0.016 nm, to where the image well reaches the band bottom, gives about 4.4 and 1.2. Raising the far band edge by 0.1 eV, with the same field at the metal, changes the second ratio from 0.95 to about 0.79.

The second ratio looks unremarkable, yet it hides two large effects. The part carried above the top is $(1-0.698)\times0.95=0.29$ of the classical current, so quantum reflection removes about 71% of what would classically pass (64% with the band bottom at 2 eV, 77% at 10 eV). With the chosen band bottom, mass and far band edge, tunnelling almost makes up the loss. Agreement between the totals is therefore no evidence for classical transport. In the uniform field, a semiclassical calculation without reflection from the steep well beside the metal gives a ratio of 8.7 instead of 3.25. In this uniform-field example the two methods give nearly the same share below the top, although their currents differ strongly.

## Reading the estimate for a real contact

The parameters resemble a monolayer MoS$_2$ edge contact embedded in silicon dioxide. The material values are rough, and the 0.5 eV barrier is chosen. A field of 0.1 V/nm is 1 MV/cm: strong, but about a tenth of a rough oxide breakdown field of 10 MV/cm. This comparison concerns only the oxide; whether the monolayer itself withstands such a field along its plane is a separate question. If the field decays over 5 nm instead of remaining uniform, the lowering falls by only about 0.01 eV, but the ratio to the classical current falls from 3.25 to 0.95. These ratios use the uniform-dielectric image energy; with that of the thin sheet they are about 3.4 and 0.89. A real contact may also have interface states that pin the Fermi level, or a bonding dipole that changes the starting barrier. Neither shift is calculated here. A metal lying on top of the sheet has a different geometry, and the edge-contact correction does not carry over to it.

For the stated field and permittivity, 0.19 eV and 0.95 nm are the correct results of the classical uniform-dielectric model. As a prediction for a monolayer contact, the second digit is not secure: the separate corrections considered here give lowerings from 0.18 to 0.26 eV, and that range is not an error bound. The estimate supports a lowering of roughly 0.2 eV, with the top of the barrier about 1 nm from the metal. The numerical output below gives the values to more digits than the physical model warrants.

## Numbers as computed

```
Field: 0.100 V/nm = 1.00 MV/cm
Relative permittivity: 4.0
Vacuum Coulomb constant: 1.43996 eV nm
Coulomb constant A in dielectric: 0.35999 eV nm
Distance of maximum: 0.9487 nm
Barrier lowering: 0.1897 eV
Image part at maximum: 0.0949 eV
Field part at maximum: 0.0949 eV
Numerical distance from surface charge: 0.9487 nm
Numerical lowering from surface charge: 0.1897 eV
Unlowered barrier: 0.500 eV
Lowered barrier: 0.3103 eV
Rough layer thickness: 0.65 nm
Rough lattice constant: 0.32 nm
Maximum distance / layer thickness: 1.46
Maximum distance / lattice constant: 2.96
Field placing maximum at layer thickness: 0.213 V/nm
Field placing maximum at lattice constant: 0.879 V/nm
Rough sheet screening length in vacuum: 4.0 nm
Sheet screening length in dielectric: 1.00 nm
Sheet-screened maximum distance: 0.774 nm
Sheet-screened lowering: 0.1751 eV
Sheet change of lowering: -7.7 %
Rough fast permittivity: 2.1
Fast-permittivity maximum distance: 1.309 nm
Fast-permittivity lowering: 0.2619 eV
Thermal transit time over maximum distance: 9.9 fs
Rough oxide phonon energy: 0.060 eV
Oxide phonon period: 68.9 fs
Image-plane mismatch: 0.10 nm
Lowering with that mismatch: 0.1797 eV
Decay length of band bending: 5.00 nm
Decaying-field maximum distance: 1.054 nm
Decaying-field lowering: 0.1804 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Rough effective mass: 0.50 electron masses
Thermal de Broglie wavelength: 6.09 nm
Barrier-top curvature magnitude: 0.2108 eV/nm^2
Barrier-top quantum energy: 0.1792 eV
Tunnelling crossover temperature: 331 K
Metal band bottom: -5.0 eV from Fermi level
Below-top current share, semiclassical: 92.2 %
Below-top current share, wave: 91.7 %
Below-top share, decaying field, wave: 69.8 %
Current / classical current, semiclassical: 8.66
Current / classical current, wave: 3.25
Current / classical, decaying field, wave: 0.95
Rough oxide breakdown field: 10.0 MV/cm
Field / rough breakdown field: 0.10
```
